# Exchange self-energy and vanishing Hartree-Fock density of states of the electron gas: verification in Python

```python
"""Exchange self-energy of the uniform unpolarised electron gas (Hartree a.u.).

Result under test, with x = k/kF and d = x - 1:
  Sigma_x(k) = -(2 kF/pi) F(x),
  F(x) = 1/2 + (1-x^2)/(4x) ln|(1+x)/(1-x)|,
  dSigma_x/dk -> (1/pi) [ln(2/|d|) - 1] near kF,
so the Hartree-Fock density of states g (both spins, per volume) vanishes
logarithmically at the Fermi energy. g0 = kF/pi^2 is the free-electron value.
A Yukawa interaction 4 pi/(q^2 + kappa^2) removes the divergence.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi
rs = 4.0
kF = (9 * pi / 4) ** (1 / 3) / rs
density = 3 / (4 * pi * rs**3)
assert abs(kF**3 / (3 * pi**2) - density) < 1e-14


def F_closed(x):
    return 0.5 + (1 - x * x) / (4 * x) * np.log(abs((1 + x) / (1 - x)))


def slope_closed(x):
    """dSigma_x/dk from the closed formula (independent of kF)."""
    log_term = np.log(abs((1 + x) / (1 - x)))
    return ((1 + x * x) / (2 * x * x) * log_term - 1 / x) / pi


def F_ray(x):
    """F from the momentum integral in coordinates centred on k.

    The volume element cancels 1/q^2, leaving the length of each ray
    inside the unit Fermi sphere, integrated over the direction cosine.
    """
    def root(mu):
        return np.sqrt(max(0.0, 1 - x * x * (1 - mu * mu)))
    if x <= 1:
        total = quad(lambda mu: -x * mu + root(mu), -1, 1, points=[0.0],
                     epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    else:
        edge = np.sqrt(1 - 1 / x**2)
        total = quad(lambda mu: 2 * root(mu), edge, 1,
                     epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    return total / 2


def sigma_ray(x):
    return -2 * kF / pi * F_ray(x)


# Closed form against the momentum integral, with its special values
for x in (0.1, 0.5, 0.9, 0.99, 1.01, 1.1, 1.5, 3.0):
    assert abs(F_ray(x) - F_closed(x)) < 1e-8
assert abs(F_ray(0.0) - 1) < 1e-10 and abs(F_ray(1.0) - 0.5) < 1e-10
assert abs(F_ray(20.0) * 3 * 20.0**2 - 1) < 1e-2

# One-spin density matrix: sum over occupied plane waves at one distance
r_test = 3.0
rho_sum = quad(lambda k: k * np.sin(k * r_test) / r_test, 0, kF)[0]
rho_sum /= 2 * pi**2
y = kF * r_test
rho_formula = (np.sin(y) - y * np.cos(y)) / (2 * pi**2 * r_test**3)
assert abs(rho_sum - rho_formula) < 1e-12

# Fock kernel -rho(r)/r in real space, Fourier transformed numerically
r = np.linspace(0, 2000, 200001)
rho = np.full_like(r, kF**3 / (6 * pi**2))
y = kF * r[1:]
rho[1:] = (np.sin(y) - y * np.cos(y)) / (2 * pi**2 * r[1:]**3)
for x in (0.5, 1.5):
    k = x * kF
    fock = -4 * pi / k * simpson(np.sin(k * r) * rho, x=r)
    assert abs(fock + 2 * kF / pi * F_closed(x)) < 1e-5

# Occupied average of F, which fixes the exchange energy per electron
nodes, weights = np.polynomial.legendre.leggauss(40)
x_nodes = (nodes + 1) / 2
F_average = 3 * sum(w / 2 * x * x * F_ray(x)
                    for x, w in zip(x_nodes, weights))
assert abs(F_average - 0.75) < 1e-5
exchange_per_electron = -kF / pi * F_average

# Slope: finite difference, Fermi-surface integral and closed formula
for x in (0.5, 0.9, 1.1, 2.0):
    h = 1e-3
    difference = (sigma_ray(x + h) - sigma_ray(x - h)) / (2 * h * kF)
    surface = quad(lambda mu: mu / (1 + x * x - 2 * x * mu), -1, 1)[0] / pi
    assert abs(difference - slope_closed(x)) < 1e-4
    assert abs(surface - slope_closed(x)) < 1e-8

# Sigma_x rises everywhere, so the dispersion is one-to-one
sigma_grid = np.array([sigma_ray(x) for x in np.linspace(0, 4, 81)])
assert np.all(np.diff(sigma_grid) > 0)

# Density of states by inverting the dispersion and counting states
fermi_energy = kF**2 / 2 + sigma_ray(1.0)


def states_below(energy):
    x = brentq(lambda t: (t * kF)**2 / 2 + sigma_ray(t) - energy,
               0.01, 3.0, xtol=1e-13)
    return (x * kF)**3 / (3 * pi**2), x


for offset in (-0.02, 0.02):
    h = 1e-4
    upper = states_below(fermi_energy + offset + h)[0]
    lower = states_below(fermi_energy + offset - h)[0]
    x = states_below(fermi_energy + offset)[1]
    formula = (x * kF)**2 / (pi**2 * (x * kF + slope_closed(x)))
    assert abs((upper - lower) / (2 * h) / formula - 1) < 1e-3

# Very close to kF: high precision, because 1 - x is tiny
mp.mp.dps = 1100
kF_mp = mp.mpf(kF)
pi_mp = +mp.pi


def sigma_mp(x):
    F = mp.mpf(1) / 2 + (1 - x * x) / (4 * x) * mp.log(abs((1 + x) / (1 - x)))
    return -2 * kF_mp / pi_mp * F


def near_fermi(d):
    """Energy from eF, slope of Sigma_x and g, by differences about 1 + d."""
    x, step = 1 + d, abs(d) * mp.mpf(10)**-6
    a, b = x - step, x + step
    d_sigma = sigma_mp(b) - sigma_mp(a)
    d_energy = kF_mp**2 * (b * b - a * a) / 2 + d_sigma
    d_count = kF_mp**3 * (b**3 - a**3) / (3 * pi_mp**2)
    energy = kF_mp**2 * (x * x - 1) / 2 + sigma_mp(x) + kF_mp / pi_mp
    return energy, d_sigma / (2 * step * kF_mp), d_count / d_energy


g0 = kF / pi**2
table = []
for power in (2, 4, 6, 8):
    for sign in (-1, 1):
        d = sign * mp.mpf(10)**-power
        energy, slope, g = near_fermi(d)
        df, ef, sf, ratio = float(d), float(energy), float(slope), float(g) / g0
        log_term = np.log(2 / abs(df))
        slope_law = (log_term - 1) / pi
        energy_law = kF**2 * df + kF * df / pi * log_term
        ratio_law = 1 / (1 + slope_law / kF)
        assert abs(sf - slope_law) < abs(df) * log_term
        assert abs(ef / energy_law - 1) < abs(df)
        assert abs(ratio / ratio_law - 1) < 4 * abs(df) * log_term
        table.append((df, ef, sf, ratio, ratio_law))
for side in (0, 1):
    ratios = [row[3] for row in table[side::2]]
    assert all(b < a for a, b in zip(ratios, ratios[1:]))

# Leading law in energy: g * pi * ln(kF^2/|e-eF|) / kF^2 tends to 1
leading = []
for power in (10, 100, 1000):
    energy, _, g = near_fermi(mp.mpf(10)**-power)
    value = g * pi_mp * mp.log(kF_mp**2 / abs(energy)) / kF_mp**2
    leading.append((power, float(value), float(g) / g0))
gaps = [abs(1 - row[1]) for row in leading]
assert gaps[0] > gaps[1] > gaps[2] and gaps[2] < 0.01


# Screened exchange: direct two-dimensional integration over the sphere
def screened_slope(s):
    return ((1 + s * s / 2) * np.log(1 + 4 / s**2) - 2) / (2 * pi)


gl_x, gl_w = np.polynomial.legendre.leggauss(240)
p = ((gl_x + 1) / 2)[:, None]
p_weight = (gl_w / 2)[:, None]


def sigma_screened(x, s):
    integrand = p**2 / (x * x + p**2 - 2 * x * p * gl_x[None, :] + s * s)
    return -kF / pi * np.sum(p_weight * gl_w[None, :] * integrand)


kappa_TF = np.sqrt(4 * kF / pi)
s_TF = kappa_TF / kF
for s in (0.3, s_TF):
    h = 1e-3
    difference = (sigma_screened(1 + h, s) - sigma_screened(1 - h, s))
    difference /= 2 * h * kF
    assert abs(difference - screened_slope(s)) < 1e-5
s_small = 1e-3
assert abs(screened_slope(s_small) - (np.log(2 / s_small) - 1) / pi) < 1e-5
ratio_TF = kF / (kF + screened_slope(s_TF))

free_width = kF**2 / 2
hf_width = fermi_energy - sigma_ray(0.0)
assert abs(hf_width - (kF**2 / 2 + kF / pi)) < 1e-9

print(f"rs = {rs:.1f} bohr")
print(f"density n = {density:.6f} bohr^-3")
print(f"kF = {kF:.5f} bohr^-1")
for x in (0.0, 0.5, 1.0, 1.5, 2.0):
    print(f"k/kF = {x:.1f}: F = {F_ray(x):.5f}, "
          f"Sigma_x = {sigma_ray(x):.5f} hartree")
print(f"Sigma_x(kF) = {sigma_ray(1.0) * HARTREE_EV:.3f} eV")
print(f"Fermi energy k^2/2 + Sigma_x at kF = {fermi_energy:.5f} hartree")
print(f"free occupied bandwidth = {free_width:.5f} hartree")
print(f"Hartree-Fock occupied bandwidth = {hf_width:.5f} hartree")
print(f"Hartree-Fock occupied bandwidth = {hf_width * HARTREE_EV:.3f} eV")
print(f"occupied average of F = {F_average:.5f}")
print(f"exchange energy per electron = {exchange_per_electron:.5f} hartree")
print(f"free DOS at kF, g0 = {g0:.5f} hartree^-1 bohr^-3")
print("Near kF: d = k/kF - 1; e-eF in hartree; slope dSigma_x/dk in a.u.")
for df, ef, sf, ratio, ratio_law in table:
    print(f"d = {df:+.0e}: e-eF = {ef:+.4e}, slope = {sf:.4f}, "
          f"g/g0 = {ratio:.4f}, log law = {ratio_law:.4f}")
print("Leading energy law: R = g pi ln(kF^2/|e-eF|)/kF^2")
for power, value, ratio in leading:
    print(f"d = 10^-{power}: R = {value:.4f}, g/g0 = {ratio:.5f}")
print(f"Thomas-Fermi kappa = {kappa_TF:.5f} bohr^-1")
print(f"kappa/kF = {s_TF:.4f}")
print(f"screened exchange slope at kF = {screened_slope(s_TF):.5f} a.u.")
print(f"screened exchange g/g0 at kF = {ratio_TF:.4f}")
print("PASS")
```

Running it gives:

```
rs = 4.0 bohr
density n = 0.003730 bohr^-3
kF = 0.47979 bohr^-1
k/kF = 0.0: F = 1.00000, Sigma_x = -0.30544 hartree
k/kF = 0.5: F = 0.91198, Sigma_x = -0.27856 hartree
k/kF = 1.0: F = 0.50000, Sigma_x = -0.15272 hartree
k/kF = 1.5: F = 0.16470, Sigma_x = -0.05031 hartree
k/kF = 2.0: F = 0.08802, Sigma_x = -0.02689 hartree
Sigma_x(kF) = -4.156 eV
Fermi energy k^2/2 + Sigma_x at kF = -0.03762 hartree
free occupied bandwidth = 0.11510 hartree
Hartree-Fock occupied bandwidth = 0.26782 hartree
Hartree-Fock occupied bandwidth = 7.288 eV
occupied average of F = 0.75000
exchange energy per electron = -0.11454 hartree
free DOS at kF, g0 = 0.04861 hartree^-1 bohr^-3
Near kF: d = k/kF - 1; e-eF in hartree; slope dSigma_x/dk in a.u.
d = -1e-02: e-eF = -1.0415e-02, slope = 1.3805, g/g0 = 0.2534, log law = 0.2596
d = +1e-02: e-eF = +1.0373e-02, slope = 1.3563, g/g0 = 0.2659, log law = 0.2596
d = -1e-04: e-eF = -1.7427e-04, slope = 2.8343, g/g0 = 0.1447, log law = 0.1448
d = +1e-04: e-eF = +1.7426e-04, slope = 2.8338, g/g0 = 0.1448, log law = 0.1448
d = -1e-06: e-eF = -2.4460e-06, slope = 4.2999, g/g0 = 0.1004, log law = 0.1004
d = +1e-06: e-eF = +2.4460e-06, slope = 4.2999, g/g0 = 0.1004, log law = 0.1004
d = -1e-08: e-eF = -3.1493e-08, slope = 5.7658, g/g0 = 0.0768, log law = 0.0768
d = +1e-08: e-eF = +3.1493e-08, slope = 5.7658, g/g0 = 0.0768, log law = 0.0768
Leading energy law: R = g pi ln(kF^2/|e-eF|)/kF^2
d = 10^-10: R = 0.8341, g/g0 = 0.06222
d = 10^-100: R = 0.9730, g/g0 = 0.00651
d = 10^-1000: R = 0.9963, g/g0 = 0.00065
Thomas-Fermi kappa = 0.78159 bohr^-1
kappa/kF = 1.6290
screened exchange slope at kF = 0.02210 a.u.
screened exchange g/g0 at kF = 0.9560
PASS
```
